# Why a diffusing plane lowers film conductance most at mid-thickness: a program that tests the result

```python
# RESULT UNDER TEST
# A film 0<z<d with mirror outer surfaces holds one fully diffusing plane at z=a.
# Its sheet conductance is
#   G(a) = s0*{ d - 3*lam/8 + (3*lam/4)*[F(2a/lam) + F(2(d-a)/lam)] },  F = E3 - E5,
# and is lowest at a = d/2.
# s0: bulk conductivity, lam: mean free path, E_n: exponential integrals,
# u: |cosine| of the angle between the velocity and the film normal.
# Functions named "thickness" return G/s0 in nm.
# Extensions: outer specularities p1, p2; the plane passes a fraction T and
# mirrors a fraction R of electrons unscattered, and diffuses the rest.
import numpy as np
import sympy as sp
from scipy.special import expn
from scipy.optimize import minimize_scalar
from scipy.integrate import quad
from scipy.constants import hbar, e as charge


def gauss01(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


U, WU = gauss01(400)
ZQ, WZ = gauss01(140)


def closed_thickness(a, d, lam):
    def F(x):
        return expn(3, x) - expn(5, x)
    return d - 3*lam/8 + 0.75*lam*(F(2*a/lam) + F(2*(d - a)/lam))


def traced_thickness(a, d, lam):
    """Direct sum over positions and directions of the traced-back paths."""
    total = 0.0
    for t in (a, d - a):
        z = t * ZQ[:, None]          # distance from the mirror surface
        g_sum = (2 - np.exp(-(t - z)/(lam*U)) - np.exp(-(t + z)/(lam*U)))
        total += 0.75 * t * (WZ @ g_sum @ (WU*(1 - U**2)))
    return total


def general_thickness(a, d, lam, T=0.0, R=0.0, p1=1.0, p2=1.0):
    """Solve the matching conditions at the plane for each direction u."""
    D = 1 - T - R
    e1, e2 = np.exp(-a/(lam*U)), np.exp(-(d - a)/(lam*U))
    # q1, q2: drift deficits of electrons leaving the plane into each layer
    m11, m12 = 1 - R*p1*e1**2, -T*p2*e2**2
    m21, m22 = -T*p1*e1**2, 1 - R*p2*e2**2
    b1 = D + T*(1 - p2)*e2 + R*(1 - p1)*e1
    b2 = D + T*(1 - p1)*e1 + R*(1 - p2)*e2
    det = m11*m22 - m12*m21
    q1, q2 = (b1*m22 - m12*b2)/det, (m11*b2 - m21*b1)/det
    loss = ((1 - e1)*(q1 + 1 - p1 + p1*q1*e1)
            + (1 - e2)*(q2 + 1 - p2 + p2*q2*e2))
    return d - 0.75*lam*np.sum(WU*(U - U**3)*loss)


def random_walk(a, d, lam, T, R, p, forward, n, rng):
    """G/(s0*d) from the velocity correlation of walkers in the film.
    forward: share of diffused electrons that leave on the far side."""
    z = d*rng.random(n)
    u = 2*rng.random(n) - 1
    nx = np.sqrt(1 - u*u)*np.cos(2*np.pi*rng.random(n))
    start, weight, drift = nx.copy(), np.ones(n), np.zeros(n)
    below = z < a
    samples = []
    while len(z):
        m = len(z)
        up = u > 0
        target = np.where(up, np.where(below, a, d), np.where(below, 0.0, a))
        decay = np.exp(-np.abs(target - z)/np.abs(u)/lam)
        drift += nx*weight*(1 - decay)
        weight *= decay
        at_plane = up == below
        r = rng.random(m)
        passed = at_plane & (r < T)
        mirrored = (at_plane & (r >= T) & (r < T + R)) | (~at_plane & (r < p))
        diffused = ~(passed | mirrored)
        cross = passed | (diffused & at_plane & (rng.random(m) < forward))
        size = np.where(diffused, np.sqrt(1 - rng.random(m)), np.abs(u))
        fresh = np.sqrt(1 - size**2)*np.cos(2*np.pi*rng.random(m))
        nx = np.where(diffused, fresh, nx)
        u = np.where(cross == up, size, -size)
        below = below ^ cross
        z = target
        live = weight > 1e-4
        samples.append(3*start[~live]*drift[~live])
        z, u, nx, start = z[live], u[live], nx[live], start[live]
        weight, drift, below = weight[live], drift[live], below[live]
    s = np.concatenate(samples)
    return s.mean(), s.std()/np.sqrt(len(s))


# Example: round parameters of a thin interconnect film at room temperature
d, lam, rho = 20.0, 40.0, 2.0        # nm, nm, microohm cm
s0 = 1/(rho*1e-8)*1e-9               # bulk conductivity in S per nm

# Test: closed formula against traced paths, and place of the minimum
worst = 0.0
for ratio in (0.1, 0.5, 2.0, 5.0):
    film = ratio*lam
    places = np.linspace(0.05, 0.95, 19)*film
    traced = np.array([traced_thickness(a, film, lam) for a in places])
    closed = np.array([closed_thickness(a, film, lam) for a in places])
    worst = max(worst, np.max(np.abs(traced/closed - 1)))
    assert np.argmin(traced) == 9
    assert np.all(np.diff(traced[:10]) < 0) and np.all(np.diff(traced[9:]) > 0)
    assert np.all(np.diff(traced, 2) > 0)
assert worst < 1e-5

# Test: curvature at the centre against finite differences of traced paths
curv = 6/lam*(expn(1, d/lam) - expn(3, d/lam))
fd = (traced_thickness(d/2 + 1, d, lam) + traced_thickness(d/2 - 1, d, lam)
      - 2*traced_thickness(d/2, d, lam))
assert abs(fd/curv - 1) < 0.02       # finite step of 1 nm

# Test: random walks, which do not presuppose loss of drift at the plane
rng = np.random.default_rng(7)
cases = [
    ("centre", d/2, 0.0, 0.0, 1.0, 0.5, closed_thickness(d/2, d, lam)),
    ("a = 4 nm", 4.0, 0.0, 0.0, 1.0, 0.2, closed_thickness(4.0, d, lam)),
    ("no plane, diffuse faces", d/2, 1.0, 0.0, 0.0, 0.5,
     closed_thickness(d/2, d, lam)),
    ("mixed plane and faces", 6.0, 0.4, 0.2, 0.8, 0.5,
     general_thickness(6.0, d, lam, 0.4, 0.2, 0.8, 0.8)),
]
walks = []
for name, a, T, R, p, forward, expected in cases:
    mean, err = random_walk(a, d, lam, T, R, p, forward, 300000, rng)
    assert err < 0.004 and abs(mean - expected/d) < 4.5*err + 1e-4, name
    walks.append((name, mean, err, expected/d))

# Test: symbolic slope of the loss for a partly transparent, partly mirroring plane
E, P, T, R = sp.symbols("E P T R", positive=True)
E2, D, c = P/E, 1 - T - R, T - R
q = sp.Matrix([[1 - R*E, -T*E2], [-T*E, 1 - R*E2]]).LUsolve(sp.Matrix([D, D]))
loss = sp.together(q[0]*(1 - E) + q[1]*(1 - E2))
claim = -D**2*(1 - c**2*P)/(1 - R*(E + E2) + (R**2 - T**2)*P)**2*(1 - P/E**2)
assert sp.simplify(sp.diff(loss, E) - claim) == 0

# Test: centre stays lowest for equal imperfect faces and for imperfect planes
grid = np.linspace(0, d, 41)
for kw in (dict(p1=0.8, p2=0.8), dict(p1=0.3, p2=0.3), dict(T=0.5),
           dict(T=0.2, R=0.6)):
    vals = [general_thickness(a, d, lam, **kw) for a in grid]
    assert np.argmin(vals) == 20
# Unequal faces: lower face a mirror, upper face with specularity 0.8
shifted = minimize_scalar(lambda a: general_thickness(a, d, lam, p2=0.8),
                          bounds=(0.01, d - 0.01), method="bounded").x
assert 0 < shifted < d/2 - 0.01

# Worked numbers
print(f"film thickness d = {d:.0f} nm, mean free path = {lam:.0f} nm")
print(f"bulk resistivity = {rho:.1f} microohm cm")
print(f"bulk conductivity = {s0:.4f} S/nm")
print(f"sheet conductance without plane = {s0*d:.4f} S")
for a in (0.0, 2.0, 5.0, 8.0, 10.0, 15.0):
    print(f"plane at a = {a:4.1f} nm: G = {s0*closed_thickness(a, d, lam):.4f} S")
mid, edge = closed_thickness(d/2, d, lam), closed_thickness(0.0, d, lam)
print(f"sheet resistance, plane at centre = {1/(s0*mid):.3f} ohm")
print(f"sheet resistance, plane at surface = {1/(s0*edge):.3f} ohm")
print(f"G(centre) below G(surface) by {100*(1 - mid/edge):.2f} %")
print(f"curvature of G at centre = {s0*curv:.6f} S/nm^2")
thick = 200.0
tm = closed_thickness(thick/2, thick, lam)
tq = closed_thickness(thick/4, thick, lam)
te = closed_thickness(0.0, thick, lam)
print(f"200 nm film: G(centre) below G(d/4) by {100*(1 - tm/tq):.4f} %")
print(f"200 nm film: G(centre) below G(surface) by {100*(1 - tm/te):.2f} %")
print(f"largest relative gap, closed form to traced paths = {worst:.1e}")
for name, mean, err, expected in walks:
    print(f"walk, {name}: {mean:.4f} +- {err:.4f}, formula {expected:.4f}")


# Sizes of neglected effects for the same film
def report(label, centre, surface, scale=1.0):
    print(f"{label}: G(centre) = {s0*scale*centre:.4f} S, "
          f"below surface by {100*(1 - centre/surface):.2f} %")


report("outer specularity 0.8", general_thickness(d/2, d, lam, p1=.8, p2=.8),
       general_thickness(0.0, d, lam, p1=.8, p2=.8))
report("plane passes half unscattered", general_thickness(d/2, d, lam, T=.5),
       general_thickness(0.0, d, lam, T=.5))
metal = d - 1.0                      # plane takes 1 nm of the metal
report("plane 1 nm thick", closed_thickness(metal/2, metal, lam),
       closed_thickness(0.0, metal, lam))
hot = 300/378                        # phonon-limited path falls as 1/temperature
report("at 378 K (path as 1/T from 300 K)", closed_thickness(d/2, d, lam*hot),
       closed_thickness(0.0, d, lam*hot), hot)
# Grain boundaries: reflection 0.3, spacing 20 nm, Mayadas-Shatzkes average,
# then used as a shortened isotropic mean free path (an estimate)
alpha = lam/20.0*0.3/(1 - 0.3)
grain = quad(lambda m: 3*m**3/(m + alpha), 0, 1)[0]
print(f"grain boundaries: conductivity factor = {grain:.3f}")
report("with grain boundaries", closed_thickness(d/2, d, lam*grain),
       closed_thickness(0.0, d, lam*grain), grain)
print(f"mirror below, specularity 0.8 above: minimum at a = {shifted:.2f} nm")
# Free-electron Fermi wave number from resistivity times mean free path
kf = np.sqrt(3*np.pi**2*hbar/(charge**2*rho*1e-8*lam*1e-9))*1e-9
levels = np.arange(1, int(kf*d/np.pi) + 1)
count = np.sum(kf**2 - (levels*np.pi/d)**2)/(2*np.pi)
bulk_count = kf**3*d/(3*np.pi**2)
print(f"Fermi wave number = {kf:.2f} 1/nm")
print(f"half Fermi wavelength = {np.pi/kf:.3f} nm")
print(f"occupied subbands across the film = {len(levels)}")
print(f"hard-wall change of electron count = {100*(count/bulk_count - 1):.2f} %")
print("all good")
```

Output:

```
film thickness d = 20 nm, mean free path = 40 nm
bulk resistivity = 2.0 microohm cm
bulk conductivity = 0.0500 S/nm
sheet conductance without plane = 1.0000 S
plane at a =  0.0 nm: G = 0.6839 S
plane at a =  2.0 nm: G = 0.6150 S
plane at a =  5.0 nm: G = 0.5552 S
plane at a =  8.0 nm: G = 0.5270 S
plane at a = 10.0 nm: G = 0.5219 S
plane at a = 15.0 nm: G = 0.5552 S
sheet resistance, plane at centre = 1.916 ohm
sheet resistance, plane at surface = 1.462 ohm
G(centre) below G(surface) by 23.69 %
curvature of G at centre = 0.002536 S/nm^2
200 nm film: G(centre) below G(d/4) by 0.0657 %
200 nm film: G(centre) below G(surface) by 3.89 %
largest relative gap, closed form to traced paths = 2.3e-09
walk, centre: 0.5215 +- 0.0014, formula 0.5219
walk, a = 4 nm: 0.5717 +- 0.0015, formula 0.5710
walk, no plane, diffuse faces: 0.5194 +- 0.0014, formula 0.5219
walk, mixed plane and faces: 0.6942 +- 0.0016, formula 0.6958
outer specularity 0.8: G(centre) = 0.4909 S, below surface by 24.64 %
plane passes half unscattered: G(centre) = 0.7122 S, below surface by 5.52 %
plane 1 nm thick: G(centre) = 0.4843 S, below surface by 24.18 %
at 378 K (path as 1/T from 300 K): G(centre) = 0.4577 S, below surface by 21.38 %
grain boundaries: conductivity factor = 0.458
with grain boundaries: G(centre) = 0.3219 S, below surface by 15.57 %
mirror below, specularity 0.8 above: minimum at a = 9.27 nm
Fermi wave number = 12.33 1/nm
half Fermi wavelength = 0.255 nm
occupied subbands across the film = 78
hard-wall change of electron count = -0.95 %
all good
```
